# Takeuchi Normalization of Threshold Variation from Random Dopants

**Q:** Two transistors with the same drawn dimensions can have different threshold voltages because their dopants sit in different places. But each dopant is a point charge in three dimensions. How can a one-dimensional threshold formula say anything about it?

**A:** It can if threshold is defined through an average. Take an n-channel transistor with gate area \(A\), oxide thickness \(t\), oxide permittivity \(\varepsilon_{ox}\) and silicon permittivity \(\varepsilon_s\). Let \(x\) be depth below the silicon surface and \(\psi\) the potential relative to the neutral body. Threshold is the gate voltage at which the surface potential, averaged over the gate area, reaches a fixed value \(\psi_s\).

Averaging Poisson's equation over the area turns the lateral second derivatives into fluxes through the sides of the channel. For a long, wide device I neglect those fluxes. With ionized acceptors of area-averaged density \(N(x)\), no holes above the depletion edge \(W\), and negligible electron charge at threshold,

\[
\psi''=\frac{qN}{\varepsilon_s},\qquad \psi(W)=\psi'(W)=0 .
\]

Multiply by \(x\) and integrate by parts:

\[
\frac{q}{\varepsilon_s}\int_0^W xN\,dx=[x\psi']_0^W-\int_0^W\psi'\,dx=\psi(0)=\psi_s .
\]

A single integration gives the surface field \(F(0)=-\psi'(0)=(q/\varepsilon_s)\int_0^W N\,dx\). The displacement \(\varepsilon_sF(0)\) is continuous into the oxide, whose capacitance per area is \(C_{ox}=\varepsilon_{ox}/t\). The oxide voltage is therefore the depletion charge per area over \(C_{ox}\):

\[
V_{dep}=\frac{q}{C_{ox}}\int_0^W N\,dx,\qquad V_T=V_{FB}+\psi_s+V_{dep}.
\]

Here \(V_{FB}\) is the flat-band voltage. Without body bias \(\psi_s=2\phi_F\), where \(\phi_F=(kT/q)\ln(N/n_i)\) and \(n_i\) is the intrinsic density. With reverse source-body bias \(V_{SB}\), \(\psi_s=2\phi_F+V_{SB}\) and the \(V_T\) above is measured from the body. Measured from the source it is smaller by \(V_{SB}\), but \(V_{dep}\) is the same quantity.

**Q:** Then the fluctuation is simple. Count the dopants in the depletion region, take the square root, and divide the charge by the capacitance.

**A:** That count holds the depletion edge still, which contradicts the fixed surface potential. Add a small dose \(d\), in dopants per area, at depth \(x\). Since \(\int xN\,dx\) must not change, the edge moves by \(\delta W\), with

\[
xd+WN(W)\,\delta W=0\quad\Rightarrow\quad N(W)\,\delta W=-\frac{x}{W}d .
\]

The depletion charge changes through both the added dose and the retreat of the edge:

\[
\delta V_T=\frac{q}{C_{ox}}\left[d+N(W)\,\delta W\right]
=\frac{qd}{C_{ox}}\left(1-\frac{x}{W}\right).
\]

An extra acceptor at the surface counts fully and raises \(V_T\). One at the edge does not count to first order, because the edge retreats and uncovers one acceptor fewer. A missing acceptor has the opposite sign.

**Q:** You have leaned on a sharp edge. Real holes fade out over a finite distance, and the weight vanishes just where that picture is worst.

**A:** The weight can be found without the edge. Let \(v=kT/q\), and let holes follow Boltzmann statistics in uniformly doped silicon:

\[
\psi''=\frac{qN}{\varepsilon_s}\left(1-e^{-\psi/v}\right).
\]

A small sheet of acceptors at \(x'\) changes the potential by \(\delta\psi\), which vanishes at the surface and deep in the body. To first order

\[
\delta\psi''-\kappa(x)\,\delta\psi=\frac{qd}{\varepsilon_s}\delta(x-x'),\qquad
\kappa=\frac{qN}{\varepsilon_sv}e^{-\psi/v}.
\]

Differentiating the equation for \(\psi\) shows that the mean field \(F=-\psi'\) obeys \(F''=\kappa F\). So does \(w(x)=F(x)/F(0)\), which is 1 at the surface and 0 deep inside. Multiply the perturbed equation by \(w\), replace \(\kappa w\) by \(w''\), and integrate:

\[
\frac{qd}{\varepsilon_s}w(x')=\int_0^\infty(w\,\delta\psi''-w''\delta\psi)\,dx
=\left[w\,\delta\psi'-w'\delta\psi\right]_0^\infty=-\delta\psi'(0).
\]

The right side is the change of surface field. Hence \(\delta V_T=(qd/C_{ox})\,w(x')\): the weight is the normalized mean field. In the depletion approximation the field falls linearly to zero at \(W\), which returns \(w=1-x/W\).

I also perturbed a numerical solution of the nonlinear equation, with \(N=3\times10^{18}\) cm\(^{-3}\), 300 K and \(\psi_s=1.009\) V. For \(x<0.7W\) the computed weight differs from \(1-x/W\) by at most 0.009, on a scale where the surface weight is 1. The smeared edge raises the variance coefficient derived below by 0.4 percent.

**Q:** All right, I accept the weight. Where does the randomness enter?

**A:** Through the number of acceptors in each slice. Assume that they are placed independently with uniform mean density \(N\). A slice of thickness \(dx\) has volume \(A\,dx\) and mean number \(NA\,dx\). For Poisson statistics the variance of the number equals its mean. The dose is the number divided by \(A\), so its variance is

\[
\frac{NA\,dx}{A^2}=\frac{N\,dx}{A}.
\]

Slices are independent, so their contributions to the variance add, each with its weight squared:

\[
\sigma^2(V_T)=\frac{q^2}{C_{ox}^2A}\int_0^W N\left(1-\frac{x}{W}\right)^2dx .
\]

With \(u=1-x/W\) and \(dx=-W\,du\), the integral is \(NW\int_0^1u^2du=NW/3\). Therefore

\[
\sigma^2(V_T)=\frac{q^2NW}{3C_{ox}^2A}.
\]

This is the leading order in the fluctuations. The frozen-edge count would give weight 1 throughout and a standard deviation larger by \(\sqrt3\).

**Q:** That still contains doping and depletion width. Why would anyone plot the variance against a voltage?

**A:** Because one factor of the charge is already visible in the threshold voltage. For uniform doping \(V_{dep}=qNW/C_{ox}\). Separate that factor:

\[
\sigma^2(V_T)=\frac{q}{3C_{ox}A}\,\frac{qNW}{C_{ox}}
=\frac{q}{3C_{ox}A}V_{dep}
=\frac{q}{3\varepsilon_{ox}}\,\frac{tV_{dep}}{A}.
\]

Takeuchi's normalization is thus

\[
\sigma(V_T)=B\sqrt{\frac{t\,(V_T+V_0)}{A}},\qquad
B=\sqrt{\frac{q}{3\varepsilon_{ox}}},\qquad
V_0=-(V_{FB}+\psi_s),
\]

with \(V_T+V_0=V_{dep}\). If \(V_T\) is measured from the source, \(V_0=-(V_{FB}+2\phi_F)\).

One power of \(t\) is explicit and a second sits inside \(V_{dep}\). To see this, use \(\psi_s=qNW^2/(2\varepsilon_s)\), which gives \(qNW=\sqrt{2q\varepsilon_sN\psi_s}\), and so

\[
\sigma^2(V_T)=\frac{q\,t^2}{3\varepsilon_{ox}^2A}\sqrt{2q\varepsilon_sN\psi_s}.
\]

At fixed \(N\), \(\psi_s\) and \(A\), \(\sigma\) is proportional to \(t\). At fixed \(V_{dep}\) and \(A\) it is proportional to \(\sqrt t\). At fixed \(t\), \(\psi_s\) and \(A\) it grows as \(N^{1/4}\). The normalization absorbs the dependence on doping and body bias into \(V_{dep}\), so that uniformly doped devices with different thresholds can be compared by one coefficient.

**Q:** What is the ideal coefficient in units I can use?

**A:** For silicon dioxide with relative permittivity 3.9,

\[
B^2=\frac{1.602\times10^{-19}\ \mathrm C}{3(3.9)(8.854\times10^{-12}\ \mathrm{F/m})}
=1.547\times10^{-9}\ \mathrm{V\,m}=1.547\ \mathrm{V\,nm}.
\]

The unit follows from C/F = V. With \(t\) in nm, \(V_{dep}\) in V and \(A\) in µm\(^2\), this is

\[
B=1.24\ \mathrm{mV\,\mu m\,(nm\,V)^{-1/2}} .
\]

This \(B\) describes the spread of single transistors. The difference between two independent, nominally equal transistors has twice the variance, so its standard deviation is larger by \(\sqrt2\).

**Q:** The linear response to a smooth dose may not describe a few hundred discrete atoms. Did you try actual atoms?

**A:** Only in depth. Acceptors were placed at random depths, each acting as a sheet spread over the whole gate area, and in each sample the edge was found from the potential condition, without using the weight. The last acceptor was counted fractionally to meet the condition. Each row below rests on 6000 samples. Its last column is the sampled \(B^2\) divided by \(q/(3\varepsilon_{ox})\).

| \(N\) (cm\(^{-3}\)) | \(A\) (nm\(^2\)) | \(t\) (nm) | \(\psi_s\) (V) | Ratio |
|---|---|---|---|---|
| \(3\times10^{18}\) | 7200 | 2.0 | 1.01 | 0.994 |
| \(1\times10^{18}\) | 10000 | 4.0 | 2.00 | 1.004 |
| \(5\times10^{18}\) | 1600 | 1.5 | 1.00 | 0.990 |

The sampling error of a variance from 6000 nearly Gaussian values is about \(\sqrt{2/6000}\), or 1.8 percent. All three ratios agree with 1 within it. This test does not probe lateral discreteness. In a three-dimensional classical Poisson solution with localized acceptors and mobile holes, the threshold still follows the weight \(1-x/W\) closely, but the variance is about 3 to 7 percent below the ideal value for cells of 4 to 2 nm, and it is not converged with mesh. The second case has a larger \(\psi_s\), as reverse body bias would produce.

**Q:** Is \(B\) then a universal constant of the oxide?

**A:** No, the factor 1/3 belongs to uniform doping. The edge argument gave the weight \(1-x/W\) for any profile that varies with depth alone, since \(N(W)\) cancelled. Dividing the general variance by \(tV_{dep}/A\) gives

\[
B_{\rm profile}^2=\frac{q}{\varepsilon_{ox}}\,
\frac{\int_0^WN(1-x/W)^2dx}{\int_0^WN\,dx}.
\]

The quotient of integrals is an average of the squared weight over the depleted dopants, so it lies between 0 and 1. If nearly all the charge lies at depths much smaller than \(W\), it approaches 1 and \(B^2\) approaches three times the uniform value.

The opposite case is an undoped surface layer of thickness \(x_0\) above uniform doping. Then

\[
\int_{x_0}^WN\left(1-\frac{x}{W}\right)^2dx=\frac{NW}{3}\left(1-\frac{x_0}{W}\right)^3,
\qquad
\int_{x_0}^WN\,dx=NW\left(1-\frac{x_0}{W}\right),
\]

and the quotient gives

\[
B_{\rm profile}^2=\frac{q}{3\varepsilon_{ox}}\left(1-\frac{x_0}{W}\right)^2 .
\]

For \(x_0=10\) nm, \(N=3\times10^{18}\) cm\(^{-3}\) and \(\psi_s=1.009\) V, the edge lies at \(W=23.1\) nm and the factor is \((1-10/23.13)^2=0.322\). Sampling discrete acceptors gave 0.318. The coefficient \(B\) itself falls to \(\sqrt{0.322}=0.57\) of its uniform value. A measured \(B\) different from the ideal one may therefore reflect the doping profile and need not signal another source of variation.

**Q:** Give me a transistor, with the arithmetic.

**A:** Take \(N=3\times10^{18}\) cm\(^{-3}\), \(t=2\) nm, gate length \(L=60\) nm, gate width 120 nm, 300 K and an n\(^+\) polysilicon gate. With \(n_i=10^{10}\) cm\(^{-3}\) and \(v=25.85\) mV,

\[
\phi_F=(0.02585\ \mathrm V)\ln(3\times10^8)=0.505\ \mathrm V,\qquad \psi_s=1.009\ \mathrm V .
\]

Then \(W=\sqrt{2\varepsilon_s\psi_s/(qN)}=20.9\) nm, and the depletion region holds 450 acceptors on average. Its charge is 1.003 µC/cm\(^2\), and \(C_{ox}=1.727\) µF/cm\(^2\), so

\[
V_{dep}=\frac{1.003}{1.727}\ \mathrm V=0.581\ \mathrm V .
\]

Placing the gate Fermi level at the conduction-band edge, with a gap \(E_g=1.12\) eV and no charge in the oxide, gives \(V_{FB}=-(0.56+0.505)\) V \(=-1.065\) V. Hence \(V_0=0.055\) V and \(V_T=0.525\) V. The area is 7200 nm\(^2\), and

\[
\sigma(V_T)=\sqrt{\frac{(1.547\ \mathrm{V\,nm})(2\ \mathrm{nm})(0.5806\ \mathrm V)}{7200\ \mathrm{nm^2}}}
=0.0158\ \mathrm V .
\]

That is 15.8 mV for one transistor and 22.3 mV for a pair difference. The frozen-edge count would have given 27.4 mV for one transistor. These numbers take all acceptors in the neutral body as ionized; partial ionization of boron at this doping would lower \(\psi_s\) by up to about 0.04 V and \(\sigma\) by about 1 percent.

**Q:** The current does not measure an average potential. Below threshold it depends exponentially on the local potential, and it can choose its path.

**A:** This is the main conceptual limit of the derivation. Let the local conductance be proportional to \(e^{\delta\psi/v}\). For \(|\delta\psi|\ll v\) it is \(1+\delta\psi/v\). In a uniform channel the current density is the same everywhere, so equal patches contribute equally to the first-order change of total conductance. The current then responds to the area average. This holds for the assumed conductance only: the electron sheet density also falls as the surface field rises, and holding a classical electron sheet charge fixed instead of \(\psi_s\) raises \(\sigma\) by about 6 percent in the example. The network below leaves this out. For larger fluctuations this argument fails.

I estimated the effect with a network of 2 nm cells carrying 800 random dopant arrangements. The surface potential came from linear electrostatics with the gate voltage fixed. To convert a uniform potential change into a threshold shift, note that the oxide and depletion capacitances both hold the surface, so \(d\psi_s/dV_G=C_{ox}/(C_{ox}+\varepsilon_s/W)\). A potential change \(\delta\psi\) is compensated by \(\delta V_G=-m\,\delta\psi\), with \(m=1+\varepsilon_s/(WC_{ox})=1.29\).

The rms local potential fluctuation is 44 mV on this mesh and approaches about 47 mV for point charges. Either value is larger than \(v=25.85\) mV, so the weak-fluctuation condition is not met. On the same arrangements, the area average gives \(\sigma=16.0\) mV and the current gives 16.7 mV, each with a rough sampling error of 0.4 mV. Because both come from the same arrangements, their difference has a smaller error, about 0.25 mV, so the current shows a slightly wider spread, by roughly 4 to 5 percent. The mean threshold does move: by \(-9.2\pm0.6\) mV for the current, against \(-0.4\) mV for the area average. Cell size and the rule for joining neighbouring cells move this shift by up to about 1 mV.

When \(v\) was replaced by 100 V for 20 of the arrangements, the current reproduced each area-average shift to within 2 percent of the ideal \(\sigma\). The mean shift in this model thus needs the nonlinear conductance, but its size belongs to this geometry. Relative to the area average it is about \(-8\) mV for this short, wide channel, about \(-4\) mV for a square one and close to zero for a channel 120 nm long and 60 nm wide. Roughly \(-3.5\) mV of it comes from the skewed distribution of the local potential; the rest depends on the aspect ratio and changes sign with it. The network omits the pinning of the potential by source and drain and screening by inversion electrons, so its numbers are estimates.

**Q:** And which thickness do you mean by \(t\)? The electrons do not sit at the oxide interface.

**A:** The derivation uses the physical oxide, a metallic gate and a charge sheet at the interface. In a triangular well with the surface field of the example and electron mass 0.916 \(m_e\) normal to the surface, the ground state has its mean position 1.18 nm deep. Multiplying by \(\varepsilon_{ox}/\varepsilon_s=1/3\) gives 0.39 nm of equivalent oxide. Depletion of a gate doped to \(10^{20}\) cm\(^{-3}\) adds 0.21 nm in the depletion approximation. The depleted layer is only about one screening length thick, and including the electron tail gives about 0.25 nm.

The electrical thickness is then about 2.6 nm. At fixed \(N\) and \(\psi_s\), \(\sigma\propto t\), so scaling \(t\) alone raises the estimate by a factor 1.30, to about 20.5 mV. This scaling leaves out two effects: the depth weight changes when the electrons lie below the surface, and quantization raises the band bending at threshold by about 0.13 V. With them the factor is nearer 1.4, or about 22 mV. Using the electrical thickness in the normalization removes much of this increase from \(B\). The removal is approximate, because the static voltage drops that enter \(V_T\) are not simply charge over the same incremental capacitance.

**Q:** You have treated atoms, but gate length varies too. Does it belong in \(B\)?

**A:** It is a separate source. To size it, let \(\psi(y)\) be the surface potential along the channel. Take the lateral field as equal at all depths down to a fixed \(W\), and the vertical field at \(W\) as zero. Gauss's law for a slice of this depth then gives

\[
\varepsilon_sW\psi''+C_{ox}(V_G-V_{FB}-\psi)=qNW,
\]

or \(\ell^2\psi''=\psi-\psi_L\), with \(\ell^2=\varepsilon_sW/C_{ox}\) and \(\psi_L=V_G-V_{FB}-V_{dep}\). The ends are held at \(V_b=E_g/(2q)+\phi_F\) and \(V_b+V_D\), where \(V_D\) is the drain voltage. At mid-channel the solution is

\[
\psi=\psi_L+\frac{2V_b+V_D-2\psi_L}{2\cosh(L/2\ell)} .
\]

Setting this equal to \(\psi_s\) and solving for \(\psi_L\) shows that threshold is lowered by

\[
\psi_s-\psi_L=\frac{2(V_b-\psi_s)+V_D}{2\cosh(L/2\ell)-2}.
\]

Here \(\ell=11.2\) nm. The lowering is 13 mV at \(V_D=0.05\) V and 88 mV at 1 V. The second figure is an overestimate within this model, since at high drain bias the potential minimum lies nearer the source and below the mid-channel value. Setting the true minimum equal to \(\psi_s\) gives 12 mV and 44 mV.

For an assumed length spread of 1 nm, the slope of this expression gives 0.65 mV and 4.5 mV of threshold spread. If length and dopants vary independently, the larger value changes the total to \(\sqrt{15.8^2+4.5^2}=16.4\) mV. This inherits the mid-channel overestimate; the true minimum gives 2.5 mV and a total of 16.0 mV. This part does not follow \(tV_{dep}/A\): it falls roughly exponentially with \(L\) when \(L\gg2\ell\).

**Q:** So how close is your example to a transistor somebody makes?

**A:** Its length, doping and threshold are rough typical values for bulk transistors of the 65 nm generation. An oxide of 2 nm is closer to a low-leakage device than to fast logic, which used thinner dielectrics. The assumption most clearly broken is uniform doping: such devices have graded wells and extra doping near source and drain. The undoped-layer case shows that a profile can change \(B\) by nearly a factor of two; lateral doping variations are outside this derivation. Of the corrections sized here for the uniform device, electrical thickness is the largest, at 30 to 40 percent of \(\sigma\).

Temperature matters less. At 400 K, with the same doping and the gap held at 1.12 eV, \(\psi_s\) falls to 0.943 V and \(\sigma\) to 15.5 mV. Allowing for the shrinking gap of silicon gives about 0.91 V and 15.4 mV. The ideal \(B\) contains no temperature. The oxide field is 2.9 MV/cm at threshold and at most 6.3 MV/cm at a gate voltage of 1.2 V, the value for \(\psi_s\) held at \(2\phi_F\). Further band bending in strong inversion lowers it to about 5.7 MV/cm, and gate depletion to about 5.2 MV/cm. That is below a rough breakdown scale of 10 MV/cm, but gate tunnelling is left out of the model.

## Numbers as computed

```
acceptor density: 3.0e+18 cm^-3
oxide thickness: 2.0 nm
gate length, width: 60, 120 nm
temperature: 300 K; n_i: 1.0e+10 cm^-3; gap: 1.12 eV
relative permittivity Si, SiO2: 11.7, 3.9
thermal voltage: 25.85 mV
phi_F: 0.5046 V; psi_s: 1.0092 V
depletion width: 20.86 nm
oxide capacitance: 1.727 uF/cm2
depletion charge: 1.003 uC/cm2
mean dopant number in depletion region: 450.5
V_dep: 0.5806 V
V_FB: -1.0646 V; V_0: 0.0554 V; V_T: 0.5253 V
B^2 = q/(3 eps_ox): 1.5466 V nm
B: 1.2436 V^0.5 nm^0.5
B, engineering: 1.2436 mV um/(nm V)^0.5
sigma(V_T), ideal: 15.79 mV
sigma times root area: 1.340 mV um
sigma of a pair difference: 22.34 mV
sigma with frozen edge: 27.36 mV
sampled/ideal B^2: 0.994 (N 3e+18 cm^-3, A 7200 nm2, t 2.0 nm, psi_s 1.01 V)
sampled/ideal B^2: 1.004 (N 1e+18 cm^-3, A 10000 nm2, t 4.0 nm, psi_s 2.00 V)
sampled/ideal B^2: 0.990 (N 5e+18 cm^-3, A 1600 nm2, t 1.5 nm, psi_s 1.00 V)
undoped layer: 10 nm; edge: 23.13 nm
undoped-layer B^2 factor, sampled: 0.318; formula: 0.322
largest weight error for x < 0.7 W: 0.0086
B^2 factor with mobile holes: 1.0038
network cell: 2 nm; samples: 800
rms local surface potential: 44.0 mV
body factor: 1.288
sigma, area-averaged potential: 16.02 mV
sigma, network current: 16.65 mV (rough error 0.42 mV)
mean V_T shift, network current: -9.21 mV (error 0.59 mV)
mean V_T shift, averaged potential: -0.40 mV
normal electron mass: 0.916 m_e
triangular-well ground energy: 0.171 eV
inversion centroid: 1.18 nm
added oxide equivalent, inversion layer: 0.39 nm
gate doping: 1.0e+20 cm^-3
added oxide equivalent, gate depletion: 0.21 nm
sigma factor from electrical thickness: 1.300
valence density of states: 2.7e+19 cm^-3
hole degeneracy shift: 1.02 mV
at 400 K: psi_s 0.943 V, sigma 15.53 mV
short-channel decay length: 11.19 nm
assumed sigma of channel length: 1.0 nm
drain 0.05 V: roll-off 12.7 mV, length sigma(V_T) 0.65 mV
drain 1.00 V: roll-off 87.6 mV, length sigma(V_T) 4.49 mV
oxide field at threshold: 2.90 MV/cm
oxide field at 1.2 V gate bias: 6.28 MV/cm
```
